# Tip-Sample Energy Dissipation from Amplitude and Phase in Amplitude-Modulated Force Microscopy, part 2

The problem is to find the energy $E$ that a force-microscope lever loses through the tip-sample force $F_{ts}$ in one period,

$$E=-\oint F_{ts}\,\dot z\,dt. \tag{3}$$

The lever is one mode with stiffness $k$, resonance angular frequency $\omega_0$ and quality factor $Q$. Its holder moves as $z_d=A_d\cos\omega t$, with $r=\omega/\omega_0$. The tip displacement $z$, in the laboratory frame and positive away from the sample, obeys

$$\frac{k}{\omega_0^2}\ddot z+\frac{k}{\omega_0Q}\dot z+kz=kA_d\cos\omega t+F_{ts}. \tag{5}$$

For a uniform beam, $A_d$ is an effective drive amplitude, 1.57 times the true holder displacement. The tip-sample distance is $d=z_c+z$, with $z_c$ the lever height; repulsive $F_{ts}$ is positive. The steady motion has fundamental amplitude $A$, phase lag $\varphi$ and harmonic amplitudes $A_n$. The exact one-mode balance is

$$E=\pi kA_dA\sin\varphi-\frac{\pi kr}{Q}A^2-\frac{\pi kr}{Q}\sum_{n\ge2}n^2A_n^2. \tag{11}$$

When the harmonic loss is small compared with $E$,

$$\boxed{E\simeq\pi kA_dA\sin\varphi-\frac{\pi kr}{Q}A^2.} \tag{12}$$

Its two terms are the drive work $W_d$ and the medium loss $W_b$ without harmonics. With resonant free amplitude $A_0=QA_d$,

$$E\simeq\frac{\pi kA^2}{Q}\left(\frac{A_0}{A}\sin\varphi-1\right),\qquad r=1. \tag{14}$$

Off resonance, with free amplitude $A_f$ and phase $\varphi_f$ at the same drive,

$$E\simeq\frac{\pi krA^2}{Q}\left(\frac{A_f\sin\varphi}{A\sin\varphi_f}-1\right). \tag{15}$$

For small mean deflection and harmonics, the period average $\langle\cdots\rangle$ satisfies

$$\langle F_{ts}z\rangle\simeq-\frac k2A_dA\cos\varphi\qquad(r=1). \tag{18}$$

If the force acts mainly near the lower turning point,

$$\langle F_{ts}\rangle\simeq\frac k2A_d\cos\varphi. \tag{19}$$

At resonance the loss is bounded:

$$E\le\frac{\pi k}{Q}(A_0A-A^2)=\frac{\pi k}{Q}\left[\frac{A_0^2}{4}-\left(A-\frac{A_0}{2}\right)^2\right]\le\frac{\pi kA_0^2}{4Q}. \tag{20}$$

A slow amplitude change $\Delta A$ per period changes the stored energy by about $kA\,\Delta A$, which must be subtracted from (12): 4 eV for 1 pm at $k=40$ N/m and $A=16$ nm.

The final output also lists two earlier resonant checks without dissipation, using (22) with $\eta=0$: intermittent contact at $A_0=20$ nm, and attraction without contact at $A_0=4$ nm.

**A model sample.** To test the formula, the force must be known independently. Take a tip of radius $R$, Hamaker constant $H$, contact modulus $E^*$, viscosity $\eta$ and contact distance $a_0$, with

$$F_{ts}=\begin{cases}-\dfrac{HR}{6d^2},&d>a_0,\\[2mm]-\dfrac{HR}{6a_0^2}+\dfrac43E^*\sqrt R\,\delta^{3/2}-\eta\sqrt{R\delta}\,\dot d,&d\le a_0,\end{cases} \tag{22}$$

where $\delta=a_0-d$ is the indentation. The three contact terms are a constant adhesion, an elastic repulsion and a viscous force opposing the motion. Only the last dissipates energy. The parameters are $R=10$ nm, $H=7.0\times10^{-20}$ J, $E^*=2.0$ GPa, $\eta=100$ Pa s and $a_0=0.165$ nm. The lever has $k=40$ N/m, $\omega_0/2\pi=300$ kHz and $Q=400$. It is driven at resonance with $A_0=20$ nm, so $A_d=20/400=0.050$ nm.

At $z_c=14.73$ nm, numerical solution of (5) gives a periodic orbit with $A=15.982$ nm and $\varphi=58.42^\circ$. Small disturbances of this orbit shrink: the largest factor by which one is multiplied per period has magnitude 0.9864. The greatest indentation is 1.42 nm and the peak repulsive force 10.27 nN.

**The energy from the two readings.** The drive work is

$$W_d=\pi(40)(0.050\times10^{-9})(15.982\times10^{-9})(0.8519)\ \mathrm J=533.9\ \mathrm{eV},$$

and the medium loss is

$$W_b=\frac{\pi(40)(15.982\times10^{-9})^2}{400}\ \mathrm J=500.8\ \mathrm{eV}.$$

Their difference is $E=33.1$ eV, or $5.30\times10^{-18}$ J per period. Multiplication by 300 kHz gives a mean power of 1.59 pW. The work integral (3), accumulated along the orbit from the force itself, is also 33.1 eV. The sample increases the damping by $33.1/500.8$, or 6.6 %. The bound (20) for this lever and free amplitude is 196 eV.

The cosine of the phase can be checked as well. The average $\langle F_{ts}z\rangle$ along the orbit is $-52.26$ eV, and (18) gives $-52.24$ eV. By (19) the mean force is about $\frac12(40)(0.050\times10^{-9})\cos58.42^\circ$ N, or 0.52 nN. It is far below the peak force because contact occupies only 13.5 % of the period and attraction cancels part of the repulsion.

**An estimate from the viscous force.** The value of $E$ can be understood without using the phase. Let $\vartheta$ be the oscillation angle measured from the lower turning point. Near that point,

$$\delta\simeq\delta_m-\frac{A\vartheta^2}{2},\qquad\dot z\simeq\omega A\vartheta,\qquad dt=\frac{d\vartheta}{\omega},$$

where $\delta_m$ is the greatest indentation. Contact lasts from $-\vartheta_m$ to $\vartheta_m$, with $\vartheta_m=\sqrt{2\delta_m/A}$. The viscous loss is

$$E\simeq\eta\sqrt R\,\omega A^2\int_{-\vartheta_m}^{\vartheta_m}\sqrt{\delta_m-\frac{A\vartheta^2}{2}}\;\vartheta^2d\vartheta .$$

Substitute $\vartheta=\vartheta_mx$. The root becomes $\sqrt{\delta_m}\sqrt{1-x^2}$, and the remaining integral is $\int_{-1}^{1}x^2\sqrt{1-x^2}\,dx=\pi/8$. Since $\vartheta_m^3=2\sqrt2\,(\delta_m/A)^{3/2}$,

$$E\simeq\frac{\pi}{2\sqrt2}\,\eta\,\omega\sqrt{RA}\;\delta_m^2. \tag{23}$$

With $\delta_m=1.42$ nm this gives $5.3\times10^{-18}$ J, or 33 eV, in agreement with the phase reading. At fixed amplitude and frequency, the loss in this model grows approximately as the square of the indentation. A dissipation map therefore reflects how deeply the tip penetrates as well as the viscosity.

**Other drives and other losses.** Formula (15) was tested below resonance at $r=0.999$, with the same $A_d$ and sample parameters. The free lever then has $A_f=15.630$ nm and $\varphi_f=51.33^\circ$. On an orbit with $A=11.990$ nm and $\varphi=39.96^\circ$, both (15) and the force work give 20.36 eV.

The formula does not require viscous loss. In another test at resonance, with $A$ near 16 nm, $\eta$ was set to zero and a force $-F_he^{-d/\lambda}\,\mathrm{sgn}(\dot d)$ was added, with $F_h=0.8$ nN and $\lambda=1$ nm. It opposes the motion with a strength independent of speed. Approach and retraction contribute equally, so the energy lost is

$$E=2F_h\int_{d_{\min}}^{d_{\max}}e^{-d/\lambda}dd=2F_h\lambda\left(e^{-d_{\min}/\lambda}-e^{-d_{\max}/\lambda}\right). \tag{24}$$

This loop area is 34.95 eV, and the phase gives 34.87 eV. In the numerical solution the sign function was replaced by a smooth hyperbolic tangent, which weakens the force near the turning points and so lowers the loss. Amplitude and phase yield the total energy, but one value of $E$ does not identify the mechanism: with the values of $\eta$ and $F_h$ chosen here, the viscous and hysteretic samples give similar readings.

**When harmonics matter.** For $n\ge2$, the component of (5) at frequency $n\omega$ relates $A_n$ to the force harmonic of amplitude $F_n$. At $r=1$ and high $Q$,

$$A_n\simeq\frac{F_n}{k(n^2-1)}. \tag{25}$$

A stiff lever suppresses the harmonics. In the example their loss is 1.2 meV, negligible beside 33 eV.

A soft, strongly damped lever behaves differently. Take $k=1$ N/m, $Q=5$, $A_d=2$ nm and $z_c=8$ nm, with $H=1.0\times10^{-20}$ J and the other sample parameters and the frequency unchanged. The orbit has $A=8.691$ nm and $\varphi=65.37^\circ$. Formula (12) gives 13.61 eV, but the force work is 11.77 eV. The harmonic loss of 1.84 eV accounts for the difference. Within the one-mode model, (12) is here 16 % too high relative to the true tip loss, and (11) is needed. In a real lever this soft and strongly damped, the second mode can take up further energy, which (11) does not count.

**Errors of phase and amplitude.** At fixed $A$ and $A_d$, differentiation of (12) gives

$$\frac{\partial E}{\partial\varphi}=\pi kA_dA\cos\varphi. \tag{26}$$

The sensitivity vanishes at $90^\circ$ and grows away from it. In the example, a phase reading $1^\circ$ too large raises the inferred energy by 5.65 eV, or 17 % of $E$.

At fixed $A_d$ and $\varphi$, the amplitude derivative at resonance is $(W_d-2W_b)/A$. Its value is $(533.9-1001.6)/15.98=-29$ eV/nm. An error of 1 % in $A$ alone thus changes $E$ by about 4.7 eV. If $A$ and $A_0$ share the same scale error, (14) shows that $E$ changes by only twice the relative error. An error in $k$ enters in direct proportion.

**Damping near the surface.** The medium loss was assumed to be the same near the sample as far away. Suppose instead that air confined beneath the lever raises it by 5 %. If $A_d$ and the old $Q$ are retained in (12), the extra 25 eV is wrongly assigned to the tip. If the true $E$ is still 33.1 eV, this is an error of 76 %.

Most of this error can be removed by measuring the free amplitude close to the surface, but beyond the range of the tip-sample force. Let the local quality factor be $Q'$, and the local free amplitude $A_0'=Q'A_d$. The correct energy is (14) with $Q'$ and $A_0'$. Using $A_0'$ with the old $Q$ leaves the bracket correct and multiplies the result by $Q'/Q$. The error is then about 5 % of $E$, provided that the damping does not change further during the final approach.

**Deflection and tip displacement.** A detector that senses bending records $z-z_d$. Let its fundamental have amplitude $D$ and phase lag $\varphi_D$. Subtracting the holder motion changes only the component in phase with $\cos\omega t$:

$$D\sin\varphi_D=A\sin\varphi,\qquad D\cos\varphi_D=A\cos\varphi-A_d. \tag{27}$$

If $A_d$ is known and the phase is referred to the holder motion, the drive work is unaffected. Squaring and adding gives $D^2=A^2-2A_dA\cos\varphi+A_d^2$. Using $D$ for $A$ in the medium loss therefore changes the inferred $E$ by

$$\frac{\pi kr}{Q}(A^2-D^2)=\frac{\pi kr}{Q}\left(2A_dA\cos\varphi-A_d^2\right). \tag{28}$$

For the point-mass lever of (5) this is $+1.6$ eV here, an overestimate by 5 % of $E$. The figure depends on the phase reference. At $r=1$ the free deflection lags by $90^\circ$ plus about $A_d/A_0=1/Q$ radian. If the instrument sets this free phase to $90^\circ$, (26) lowers the reading by about 0.8 eV, and the overestimate is halved. Away from resonance, calibrating (15) with the free deflection also changes the inferred drive work. In a uniform beam the true holder displacement is smaller than the effective drive amplitude by a factor of 1.57. It is this true displacement that must replace $A_d$ in (27) and (28), and the change is then about $+1.0$ eV. For $\varphi\ge90^\circ$ the change is negative. For the point-mass lever, recovering $A$ from (27) removes the error. In a uniform beam a smaller error remains, because the tip displacement differs slightly from the one-mode coordinate in (5). With damping proportional to the local velocity and the phase referred to the holder, it is about $+0.3$ eV here and adds to the $+1.0$ eV.

**Higher modes and thermal noise.** For a uniform lever the second flexural mode has 6.267 times the frequency and 39.27 times the stiffness of the first. The sixth harmonic of the tapping force lies close to it. With an assumed quality factor of 600, and with the force taken from the one-mode orbit, the sixth-harmonic motion of the second mode is 8.6 pm and the loss in that mode is 26 meV per period. This energy passes through the tip but is not deposited in the sample. The estimate would fail if a strong force harmonic coincided with the second resonance.

Thermal force noise sets a lower limit. The one-sided force spectrum is $S_F=4k_BT_{\rm env}\gamma$, with $\gamma=k/(\omega_0Q)$ and $T_{\rm env}$ the temperature. A lock-in detector of bandwidth $B$ accepts noise from a band of width $2B$ around the drive, so each quadrature of the force has variance $2S_FB$. The quadrature in phase with the velocity does work $\pi A$ times its amplitude per period:

$$E_{\rm rms}=\pi A\sqrt{2S_FB}. \tag{29}$$

At 300 K and 100 Hz this is 0.13 eV. It applies to bandwidths below that of the resonance, $\omega_0/(4\pi Q)=375$ Hz. In this example the calibration errors estimated above are much larger than the thermal noise.

**Relation to a real measurement.** The lever parameters are rough typical values for tapping in air, and the modulus is of the order expected for a glassy polymer. The constant viscosity is an effective parameter; a real polymer has a range of relaxation times. A constant adhesion added to an undeformed elastic contact, as in (22), is justified only when the Tabor parameter $(Rw^2/E^{*2}a_0^3)^{1/3}$ is small. With the work of adhesion $w=H/(12\pi a_0^2)=0.068\ \mathrm{J/m^2}$ it is about 1.4 here. A real contact with these values would be deformed by adhesion and could lose energy between approach and retraction even without viscosity, so (22) serves as a known test force and not as a description of such a contact. The contact is also severe. The elastic term in (22) reaches 14.3 nN, more than the net peak force, because part of it balances the adhesion. Dividing it by the nominal contact area $\pi R\delta_m=45\ \mathrm{nm}^2$ gives about 0.32 GPa, which is comparable with the rough hardness of such a polymer. Permanent deformation is then possible, and the elastic model (22) becomes doubtful. The energy balance does not depend on that model, but $E$ would include plastic work. For the measurement itself, the assumptions of a steady amplitude and of unchanged air damping both need care. An amplitude drift of 1 pm per period already contributes 4 eV. For a true tip loss of 33 eV, an uncorrected 5 % increase in air damping gives a reading of 58 eV. The printed values are collected in the numerical output below.

## Values computed for the example and the checks

```
stiffness k = 40 N/m, resonance = 300 kHz, Q = 400
free amplitude A0 = 20.0 nm, holder amplitude Ad = 0.0500 nm
tip radius = 10 nm, Hamaker constant = 7.0e-20 J
contact modulus = 2.0 GPa, viscosity = 100 Pa s
contact distance = 0.165 nm, lever height zc = 14.73 nm
amplitude A = 15.982 nm, ratio A/A0 = 0.7991
phase lag = 58.42 deg, sine = 0.8519
largest indentation = 1.42 nm
peak repulsive force = 10.27 nN
contact share of period = 13.5 %
drive work per cycle = 533.93 eV
background loss per cycle = 500.82 eV
tip dissipation from phase = 33.102 eV = 5.303e-18 J
tip dissipation from force work = 33.101 eV
mean dissipated power = 1.591 pW
largest reportable dissipation = 196.1 eV
largest orbit multiplier = 0.9864
mean force times displacement = -52.26 eV
same from cosine of phase = -52.24 eV
conservative contact: A = 15.987 nm, phase = 53.07 deg
conservative contact: energy from phase = 0.0014 eV
conservative attraction: A0 = 4.0 nm, A = 3.201 nm
conservative attraction: phase = 126.84 deg
conservative attraction: closest distance = 0.318 nm
conservative attraction: energy from phase = 0.0001 eV
off resonance: r = 0.999, free A = 15.630 nm
off resonance: free phase = 51.33 deg
off resonance: A = 11.990 nm, phase = 39.96 deg
off resonance: from phase = 20.361 eV, from work = 20.360 eV
hysteresis: from phase = 34.870 eV, loop area = 34.948 eV
soft lever: k = 1 N/m, Q = 5, Ad = 2 nm
soft lever: A = 8.691 nm, phase = 65.37 deg
soft lever: fundamental formula = 13.610 eV
soft lever: harmonic loss = 1.844 eV
soft lever: force work = 11.765 eV
example, harmonic loss = 1.155 meV
example, effect of +1 deg phase error = 5.65 eV
example, effect of 5 % more air damping = 25.04 eV
example, error from using deflection = 1.64 eV
second mode: frequency ratio = 6.267, stiffness ratio = 39.27
second mode: assumed Q = 600, sixth harmonic = 8.56 pm
second mode: loss per cycle = 26.32 meV
thermal noise at 300 K in 100 Hz = 0.131 eV rms
```
